**Edge-bond gap of an armchair ribbon, tested by full diagonalization**

For a ribbon of $N=3p+2$ dimer lines with nearest-neighbour hopping $-t$, changing the edge dimer hoppings to $-t(1+\delta)$ opens the gap $2t|\delta|/(p+1)$ to first order in $\delta$. The program finds the bonds from atomic coordinates and diagonalizes the complete Bloch matrix, without using standing waves on that side of the comparison. It asserts the equal-bond spectrum for $N=2$ to 12 at selected wave numbers, and the rule that the gap closes only for $N=3p+2$ for $N=2$ to 20. It also asserts the weight of the zero-energy states on each line and the gap opened by altering one line at a time. For six gapless widths it tests the first- and second-order coefficients, the standing-wave phase condition, and the position of the band edge at $k=0$ on the grid. With $t=3.0$ eV, $\delta=0.10$ and $N=8$, the output shows a first-order gap of 0.2000 eV and a fully diagonalized gap of 0.1933 eV.

## Program and output

```python
"""Armchair honeycomb ribbon with N dimer lines, nearest-neighbour hopping -t.

Result under test: with equal bonds the ribbon is gapless only for N = 3p + 2.
If the dimer bonds of the two edge lines become t(1 + delta), the gap is
    2 t |delta| / (p + 1)   to first order in delta.
Symbols: theta_r = r pi/(N+1) transverse phase, k wave number along the ribbon
in units of 1/a (a = bond length), period 3a, energies in units of t in tests.
The reference side finds bonds from atomic coordinates and diagonalizes the
complete Bloch matrix; it makes no use of standing waves.
"""
from functools import lru_cache
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e as joule_per_ev


@lru_cache(maxsize=None)
def find_bonds(n_lines):
    """Directed bonds (i, j, dx, line); line = 0 if the bond joins two lines."""
    atoms = []
    for line in range(1, n_lines + 1):
        centre = 0.0 if line % 2 else 1.5
        for side in (-0.5, 0.5):
            atoms.append((centre + side, line * np.sqrt(3) / 2, line))
    found = []
    for i, (xi, yi, li) in enumerate(atoms):
        for j, (xj, yj, lj) in enumerate(atoms):
            for cell in (-1, 0, 1):
                dx = xj + 3 * cell - xi
                if abs(np.hypot(dx, yj - yi) - 1) < 1e-6:
                    found.append((i, j, dx, li if li == lj else 0))
    i, j, dx, line = zip(*found)
    return np.array(i), np.array(j), np.array(dx), np.array(line)


def bloch_matrix(n_lines, k, changes=None):
    """changes: {line: relative change of its dimer bond}."""
    i, j, dx, line = find_bonds(n_lines)
    strength = np.ones(n_lines + 1)
    for changed_line, change in (changes or {}).items():
        strength[changed_line] += change
    matrix = np.zeros((2 * n_lines, 2 * n_lines), complex)
    np.add.at(matrix, (i, j), -strength[line] * np.exp(1j * k * dx))
    return matrix


K_GRID = np.concatenate([[0.0], np.geomspace(1e-4, np.pi / 3, 50)])


def scan_gap(n_lines, changes=None):
    """Gap over the half zone (E(k) = E(-k)) and grid index of its edge."""
    bands = np.array([np.linalg.eigvalsh(bloch_matrix(n_lines, k, changes))
                      for k in K_GRID])
    upper, lower = bands[:, n_lines], bands[:, n_lines - 1]
    return upper.min() - lower.max(), int(np.argmin(upper))


def edges(n_lines, delta):
    return {1: delta, n_lines: delta}


def phases(n_lines):
    return np.arange(1, n_lines + 1) * np.pi / (n_lines + 1)


def equal_bond_gap(n_lines):
    return 2 * np.min(np.abs(1 + 2 * np.cos(phases(n_lines))))


# The bonds between two-coordinated atoms are the dimers of the outer lines.
for n in range(3, 12):
    i, j, dx, line = find_bonds(n)
    neighbours = np.bincount(i, minlength=2 * n)
    outer = (neighbours[i] == 2) & (neighbours[j] == 2)
    assert set(line[outer]) == {1, n}

# Complete spectrum against the standing-wave formula, both signs of k.
for n in range(2, 13):
    for k in (-0.83, -0.2, 0.0, 0.37, 1.0):
        c = np.cos(phases(n))
        energy = np.sqrt(np.maximum(
            1 + 4 * c * np.cos(1.5 * k) + 4 * c**2, 0))
        predicted = np.sort(np.concatenate([-energy, energy]))
        # The square root turns rounding of 1e-16 into 1e-8 at a zero.
        assert np.allclose(np.linalg.eigvalsh(bloch_matrix(n, k)),
                           predicted, atol=1e-7)

# Gap rule for equal bonds, from a scan of the diagonalized bands.
for n in range(2, 21):
    gap, _ = scan_gap(n)
    assert abs(gap - equal_bond_gap(n)) < 1e-10
    assert (gap < 1e-10) == (n % 3 == 2)

# The gapless subband has the form 2|sin(3k/4)|.
for n in (5, 8, 11):
    for k in (0.01, 0.1, 0.2):
        level = np.linalg.eigvalsh(bloch_matrix(n, k))[n]
        assert abs(level - 2 * np.sin(0.75 * k)) < 1e-10


def zero_state_weights(n_lines):
    """Probability on each line, from the numerical zero-energy states."""
    values, vectors = np.linalg.eigh(bloch_matrix(n_lines, 0.0))
    zero = np.abs(values) < 1e-9
    assert zero.sum() == 2
    per_atom = np.sum(np.abs(vectors[:, zero])**2, axis=1)
    return per_atom.reshape(n_lines, 2).sum(axis=1) / 2


# Line weights, and the gap opened by changing one line at a time.
small = 1e-4
for n in (5, 8, 11):
    lines = np.arange(1, n + 1)
    weights = 2 / (n + 1) * np.sin(2 * np.pi * lines / 3)**2
    assert np.allclose(zero_state_weights(n), weights, atol=1e-10)
    for line_number, weight in zip(lines, weights):
        gap, _ = scan_gap(n, {int(line_number): small})
        assert abs(gap / (2 * small) - weight) < 1e-4
        if line_number % 3 == 0:
            assert gap < 1e-10


def phase_condition_gap(n_lines, delta):
    """Gap at k = 0 from the standing wave with altered end conditions."""
    p = (n_lines - 2) // 3

    def mismatch(theta):
        end_phase = np.angle(1 - delta * np.exp(-1j * theta))
        return (n_lines + 1) * theta + 2 * end_phase - 2 * np.pi * (p + 1)

    centre = 2 * np.pi / 3
    theta = brentq(mismatch, centre - 0.3, centre + 0.3, xtol=1e-14)
    return 2 * abs(1 + 2 * np.cos(theta)), theta


# Edge bonds: first order, second order, phase condition, place of minimum.
for n in (2, 5, 8, 11, 14, 17):
    p = (n - 2) // 3
    for delta in (small, -small):
        gap, _ = scan_gap(n, edges(n, delta))
        assert abs(gap * (p + 1) / (2 * abs(delta)) - 1) < 1e-4
    step = 1e-3
    odd_part = (scan_gap(n, edges(n, step))[0]
                - scan_gap(n, edges(n, -step))[0])
    second = odd_part / (4 * step**2)
    assert abs(second + p / (2 * (p + 1)**2)) < 1e-5
    for delta in (0.1, -0.1):
        gap, where = scan_gap(n, edges(n, delta))
        assert where == 0
        assert abs(gap - phase_condition_gap(n, delta)[0]) < 1e-10
    if n == 2:
        assert abs(scan_gap(2, edges(2, 0.1))[0] - 0.2) < 1e-10

# Worked example with round model parameters.
t_ev, delta, n = 3.0, 0.10, 8
p = (n - 2) // 3
print(f"hopping t = {t_ev:.2f} eV")
print(f"edge-bond change delta = {delta:.2f}")
print(f"edge hopping t(1+delta) = {t_ev * (1 + delta):.2f} eV")
print(f"dimer lines N = {n}, p = {p}")
print("equal bonds, N = 8, k = 0: r, theta_r (deg), t(1+2cos) (eV)")
for r, theta in enumerate(phases(n), 1):
    level = t_ev * (1 + 2 * np.cos(theta))
    level = 0.0 if abs(level) < 1e-12 else level
    print(f"  r = {r}: {np.degrees(theta):6.1f} deg, {level:8.4f} eV")
print("equal-bond gaps from diagonalization:")
for width in range(6, 12):
    print(f"  N = {width:2d}: {t_ev * abs(scan_gap(width)[0]):.4f} eV")
weights = zero_state_weights(n)
print("zero-state weight on lines 1 to 8 (dimensionless):")
print("  " + " ".join(f"{abs(w):.4f}" for w in weights))
print(f"weight on both edge lines = {weights[0] + weights[-1]:.4f}")

first = 2 * t_ev * delta / (p + 1)
second = first * (1 - p * delta / (2 * (p + 1)))
full = t_ev * scan_gap(n, edges(n, delta))[0]
theta = phase_condition_gap(n, delta)[1]
print(f"N = 8 level shift, first order = {first / 2:.4f} eV")
print(f"N = 8 gap, first order = {first:.4f} eV")
print(f"N = 8 gap, through second order = {second:.4f} eV")
print(f"N = 8 gap, full diagonalization = {full:.4f} eV")
print(f"N = 8 gap, full diagonalization = {full * joule_per_ev:.3e} J")
print(f"first-order gap too large by {100 * (first / full - 1):.2f} percent")
print(f"shifted transverse phase theta = {np.degrees(theta):.3f} deg")
print("gap with strengthened edges: first order, full (eV)")
for width in (5, 8, 11, 14):
    q = (width - 2) // 3
    estimate = 2 * t_ev * delta / (q + 1)
    computed = t_ev * scan_gap(width, edges(width, delta))[0]
    print(f"  N = {width:2d}: {estimate:.4f} eV, {computed:.4f} eV")
print("all tests passed")
```

It prints:

```
hopping t = 3.00 eV
edge-bond change delta = 0.10
edge hopping t(1+delta) = 3.30 eV
dimer lines N = 8, p = 2
equal bonds, N = 8, k = 0: r, theta_r (deg), t(1+2cos) (eV)
  r = 1:   20.0 deg,   8.6382 eV
  r = 2:   40.0 deg,   7.5963 eV
  r = 3:   60.0 deg,   6.0000 eV
  r = 4:   80.0 deg,   4.0419 eV
  r = 5:  100.0 deg,   1.9581 eV
  r = 6:  120.0 deg,   0.0000 eV
  r = 7:  140.0 deg,  -1.5963 eV
  r = 8:  160.0 deg,  -2.6382 eV
equal-bond gaps from diagonalization:
  N =  6: 1.4819 eV
  N =  7: 1.4078 eV
  N =  8: 0.0000 eV
  N =  9: 1.0534 eV
  N = 10: 1.0150 eV
  N = 11: 0.0000 eV
zero-state weight on lines 1 to 8 (dimensionless):
  0.1667 0.1667 0.0000 0.1667 0.1667 0.0000 0.1667 0.1667
weight on both edge lines = 0.3333
N = 8 level shift, first order = 0.1000 eV
N = 8 gap, first order = 0.2000 eV
N = 8 gap, through second order = 0.1933 eV
N = 8 gap, full diagonalization = 0.1933 eV
N = 8 gap, full diagonalization = 3.098e-20 J
first-order gap too large by 3.44 percent
shifted transverse phase theta = 118.940 deg
gap with strengthened edges: first order, full (eV)
  N =  5: 0.3000 eV, 0.2925 eV
  N =  8: 0.2000 eV, 0.1933 eV
  N = 11: 0.1500 eV, 0.1444 eV
  N = 14: 0.1200 eV, 0.1152 eV
all tests passed
```
